# Fick matrix and diffusion eigenvalues of an equimolar ternary gas

## Problem

Three ideal gases are mixed at uniform temperature \(T\) and pressure, with no external force. At the point considered the mole fractions are \(x_1=x_2=x_3=1/3\). Friction between species \(i\) and \(j\) is described by a pair diffusivity \(D_{ij}=D_{ji}\), taken to be independent of composition:

\[
D_{12}=1,\qquad D_{13}=2,\qquad D_{23}=3\quad \text{cm}^2/\text{s}.
\]

Let \(v_i\) be the mean velocity of species \(i\) and \(c\) the total concentration. When inertia is negligible, the thermodynamic force on each species balances the friction exerted by the others. With \(k_B=1\) in the algebra, so that \(T\) is measured in energy units, the Maxwell-Stefan equations are

\[
-\frac{x_i}{T}\nabla\mu_i=\sum_{j\ne i}\frac{x_ix_j(v_i-v_j)}{D_{ij}} .
\]

1. Estimate the size of the diffusion coefficients and of the coupling between species.
2. Find the matrix \(F\) in \(J_i=-c\sum_{j=1}^{2}F_{ij}\nabla x_j\), \(i=1,2\), where \(J_i\) is the flux relative to the molar mean velocity. Find its eigenvalues.
3. A horizontal gas film 1 cm thick is at 1000 K and 760 Torr. Between its lower and upper faces \(x_2\) falls by 0.1 and \(x_3\) rises by 0.1, while \(x_1\) is equal at both faces. The mean composition is equimolar and the net molar flux is zero. Find the three fluxes.

"Equimolar" describes the composition. The zero net molar flux is a separate condition.

## The equations in terms of fluxes

For an ideal gas \(\mu_i=T\ln x_i\) plus a function of \(T\) and pressure, both uniform here. Hence \(x_i\nabla\mu_i/T=\nabla x_i\). Define the molar mean velocity and the diffusive fluxes by

\[
v^*=\sum_i x_iv_i,\qquad w_i=v_i-v^*,\qquad J_i=c\,x_iw_i .
\]

It follows that \(\sum_iJ_i=c(v^*-v^*)=0\). Friction depends on velocity differences, and \(v_i-v_j=w_i-w_j\), so \(c\,x_ix_j(v_i-v_j)=x_jJ_i-x_iJ_j\). Multiplying the force balance by \(c\) gives

\[
-c\nabla x_i=\sum_{j\ne i}\frac{x_jJ_i-x_iJ_j}{D_{ij}},\qquad i=1,2,3. \tag{1}
\]

The three equations are not independent. Each pair term appears twice with opposite signs, so the right-hand sides sum to zero, as do the left-hand sides because \(\sum_ix_i=1\). In addition, fluxes proportional to \(x_i\), which describe a common drift, make every numerator vanish. Equation (1) alone therefore cannot fix the fluxes. The condition \(\sum_iJ_i=0\) supplies what is missing.

## Estimate by scaling

First replace all three friction coefficients \(1/D_{ij}\) by their mean,

\[
\frac1{\bar D}=\frac13\left(1+\frac12+\frac13\right)=\frac{11}{18}\ \text{s/cm}^2,
\qquad \bar D=\frac{18}{11}\approx1.64\ \text{cm}^2/\text{s}.
\]

The term \(j=i\) in (1) has a zero numerator and may be added to the sum. Then

\[
-c\nabla x_i=\frac1{\bar D}\Big(J_i\sum_jx_j-x_i\sum_jJ_j\Big)=\frac{J_i}{\bar D}.
\]

With equal frictions each species obeys its own Fick law, with no coupling. Coupling must come from differences of friction.

To estimate it, let species 2 move with flux \(J_2\), balanced by \(J_3=-J_2\). Species 1 is dragged one way by 2 and the other way by 3. With \(J_1=0\), the right-hand side of (1) for \(i=1\) is

\[
-x_1J_2\left(\frac1{D_{12}}-\frac1{D_{13}}\right)=-\frac13\cdot\frac12J_2=-\frac{J_2}{6}.
\]

If \(\nabla x_1=0\), a flux \(J_1\) must arise whose own friction, about \(J_1/\bar D\), cancels this term: \(J_1\approx\bar DJ_2/6\). Since \(J_2\approx-c\bar D\nabla x_2\),

\[
F_{12}\approx\frac{\bar D^2}{6}\approx0.45\ \text{cm}^2/\text{s}.
\]

Exchanging the roles of 1 and 2 gives

\[
F_{21}\approx\bar D^2x_2\left(\frac1{D_{12}}-\frac1{D_{23}}\right)=\frac{2\bar D^2}{9}\approx0.60\ \text{cm}^2/\text{s}.
\]

A matrix with equal diagonal elements \(\bar D\) and these off-diagonal elements has the eigenvalues

\[
\lambda\approx\bar D\pm\sqrt{F_{12}F_{21}}\approx1.64\pm0.52,
\]

that is, about 1.12 and 2.15 cm²/s. The coupling is not a small correction: it separates the two rates by nearly a factor of two.

## Exact solution

### Reduction to two fluxes

Insert \(J_3=-J_1-J_2\) into (1). For \(i=1\),

\[
-c\nabla x_1=\frac{x_2J_1-x_1J_2}{D_{12}}+\frac{x_3J_1+x_1J_1+x_1J_2}{D_{13}},
\]

and for \(i=2\),

\[
-c\nabla x_2=\frac{x_1J_2-x_2J_1}{D_{12}}+\frac{x_3J_2+x_2J_1+x_2J_2}{D_{23}}.
\]

Collecting the coefficients of \(J_1\) and \(J_2\) gives \(-c\nabla x=BJ\), with

\[
\begin{aligned}
B_{11}&=\frac{x_2}{D_{12}}+\frac{x_1+x_3}{D_{13}}, & B_{12}&=-x_1\left(\frac1{D_{12}}-\frac1{D_{13}}\right),\\
B_{21}&=-x_2\left(\frac1{D_{12}}-\frac1{D_{23}}\right), & B_{22}&=\frac{x_1}{D_{12}}+\frac{x_2+x_3}{D_{23}}.
\end{aligned}
\]

For the given data,

\[
\begin{aligned}
B_{11}&=\tfrac13+\tfrac23\cdot\tfrac12=\tfrac23, & B_{12}&=-\tfrac13\cdot\tfrac12=-\tfrac16,\\
B_{21}&=-\tfrac13\cdot\tfrac23=-\tfrac29, & B_{22}&=\tfrac13+\tfrac23\cdot\tfrac13=\tfrac59,
\end{aligned}
\]

all in s/cm². The determinant is

\[
\det B=\frac23\cdot\frac59-\frac16\cdot\frac29=\frac{10}{27}-\frac1{27}=\frac13\ \text{s}^2/\text{cm}^4 .
\]

### Inversion

Because \(J=-cB^{-1}\nabla x\), the Fick matrix is \(F=B^{-1}\). Inverting a two-by-two matrix exchanges the diagonal elements, reverses the signs of the others and divides by the determinant:

\[
F=3\begin{pmatrix}5/9&1/6\\2/9&2/3\end{pmatrix}
=\begin{pmatrix}5/3&1/2\\2/3&2\end{pmatrix}\ \text{cm}^2/\text{s}. \tag{2}
\]

Its trace is \(11/3\) and its determinant \(10/3-1/3=3\). The eigenvalues satisfy \(\lambda^2-\frac{11}{3}\lambda+3=0\), whose discriminant is \(121/9-12=13/9\). Therefore

\[
\lambda_\pm=\frac{11\pm\sqrt{13}}6,\qquad
\lambda_-=1.232,\quad\lambda_+=2.434\ \text{cm}^2/\text{s}, \tag{3}
\]

or \(1.232\times10^4\) and \(2.434\times10^4\) Å²/ps.

### Other compositions and two limits

The same inversion works at any composition. Write \(a=1/D_{12}\), \(b=1/D_{13}\), \(d=1/D_{23}\). Using \(x_1+x_3=1-x_2\) and \(x_2+x_3=1-x_1\),

\[
\begin{aligned}
\det B&=[b+x_2(a-b)][d+x_1(a-d)]-x_1x_2(a-b)(a-d)\\
&=bd+x_1b(a-d)+x_2d(a-b)\\
&=x_1ab+x_2ad+x_3bd=\frac{S}{D_{12}D_{13}D_{23}},
\end{aligned}
\]

where \(S=x_1D_{23}+x_2D_{13}+x_3D_{12}\). Hence

\[
F=\frac1S\begin{pmatrix}
D_{13}[x_1D_{23}+(1-x_1)D_{12}] & x_1D_{23}(D_{13}-D_{12})\\
x_2D_{13}(D_{23}-D_{12}) & D_{23}[x_2D_{13}+(1-x_2)D_{12}]
\end{pmatrix}.
\]

If species 1 and 2 are both dilute in species 3, then \(S\to D_{12}\), the off-diagonal elements vanish, and \(F_{11}\to D_{13}\), \(F_{22}\to D_{23}\). Each trace gas diffuses through the host with its own pair diffusivity.

If only species 1 is dilute, \(F_{12}\to0\) and

\[
\frac1{F_{11}}\to\frac{x_2D_{13}+x_3D_{12}}{D_{12}D_{13}}=\frac{x_2}{D_{12}}+\frac{x_3}{D_{13}} .
\]

The frictions of the two host gases then add in proportion to their amounts. In the equimolar gas no species is dilute, and both off-diagonal elements are appreciable.

### What depends on the choice of eliminated species

Suppose species 1 is eliminated instead of 3. The new gradients are \((\nabla x_2,\nabla x_3)\), with \(\nabla x_3=-\nabla x_1-\nabla x_2\), and the fluxes transform in the same way. With

\[
A=\begin{pmatrix}0&1\\-1&-1\end{pmatrix},\qquad
F'=AFA^{-1}=\begin{pmatrix}4/3&-2/3\\-1/6&7/3\end{pmatrix}\ \text{cm}^2/\text{s}.
\]

Even the signs of the off-diagonal elements have changed. The trace is again \(11/3\) and the determinant \(28/9-1/9=3\), so the eigenvalues stay the same. A single Fick element has a meaning only together with the choice of eliminated species.

### The Onsager form and a bound

The matrix (2) is not symmetric, yet the underlying transport law is. Only differences of chemical potential drive the two independent fluxes:

\[
\frac{\nabla(\mu_i-\mu_3)}T=\frac{\nabla x_i}{x_i}-\frac{\nabla x_3}{x_3}=\sum_{j=1}^2G_{ij}\nabla x_j,\qquad
G_{ij}=\frac{\delta_{ij}}{x_i}+\frac1{x_3}.
\]

Writing \(J=-cL\,\nabla(\mu-\mu_3)/T\) gives \(F=LG\). At equal mole fractions

\[
G=\begin{pmatrix}6&3\\3&6\end{pmatrix},\quad
G^{-1}=\frac19\begin{pmatrix}2&-1\\-1&2\end{pmatrix},\quad
L=FG^{-1}=\begin{pmatrix}17/54&-2/27\\-2/27&10/27\end{pmatrix}\ \text{cm}^2/\text{s}.
\]

The symmetry of \(L\) comes from \(D_{ij}=D_{ji}\). To see this, take two sets of fluxes \(J\) and \(J'\), each with zero sum. By (1), and by pairing the terms \(ij\) and \(ji\),

\[
J'^{\mathsf T}GBJ=c^2\sum_{i}\sum_{j\neq i}\frac{x_ix_jw'_i(w_i-w_j)}{D_{ij}}
=c^2\sum_{i<j}\frac{x_ix_j(w'_i-w'_j)(w_i-w_j)}{D_{ij}} .
\]

This is unchanged when \(J\) and \(J'\) are exchanged, so \(GB=L^{-1}\) is symmetric. For \(J'=J\neq0\) it is positive. Since \(G\) is also symmetric and positive, \(F=LG\) is similar to the symmetric positive matrix \(G^{1/2}LG^{1/2}\). Its eigenvalues are real and positive.

The same expression limits them. Because \(\sum_ix_iw_i=0\),

\[
J^{\mathsf T}GJ=c^2\sum_ix_iw_i^2=c^2\sum_{i<j}x_ix_j(w_i-w_j)^2 .
\]

For an eigenvector, \(BJ=J/\lambda\), and dividing the two expressions gives

\[
\frac1\lambda=\frac{\sum_{i<j}x_ix_j(w_i-w_j)^2/D_{ij}}{\sum_{i<j}x_ix_j(w_i-w_j)^2}.
\]

Thus \(1/\lambda\) is a weighted mean of the inverse pair diffusivities. In this model both eigenvalues must lie between the smallest and the largest \(D_{ij}\), here between 1 and 3 cm²/s, at every composition.

### The two modes

The first row of \((F-\lambda)u=0\) gives \(u_2/u_1=(\lambda-5/3)/(1/2)\). For the slow mode this ratio is \(-0.87\), so \(u_3/u_1=-1+0.87=-0.13\). Species 1 and 2 mainly exchange places, and they are the pair with the smallest diffusivity. For the fast mode the ratio is \(1.54\): species 1 and 2 move together against species 3, and \(\lambda_+\) lies between \(D_{13}\) and \(D_{23}\).

In a closed layer of thickness \(\ell\), a small disturbance \(u\cos(\pi z/\ell)\) has zero flux at both walls and decays as \(e^{-t/\tau}\), with \(\tau=\ell^2/(\pi^2\lambda)\). For \(\ell=1\) cm the times are 0.082 s and 0.042 s.

This offers a test of (2) that does not use the inverted matrix. The nonlinear diffusion equation was integrated on 40 cells for 0.05 s, with fluxes solved from (1) and the zero-sum condition. The initial cosine disturbances had amplitude \(10^{-3}\), first in \(x_1\), then in \(x_2\). Their decay gave eigenvalues of 1.2318 and 2.4337 cm²/s, which are 0.05% and 0.02% below (3). The grid alone lowers the decay rate of this mode by the fraction \(\pi^2/(12\cdot40^2)\approx0.05\%\), and the time integration adds a small error of its own. Both differences are within the accuracy expected of the numerical solution.

## Fluxes through the film

Let \(z\) point upward. The mean gradients are \((0,-0.1,+0.1)\) cm⁻¹ for species 1, 2 and 3. In a steady film the fluxes do not vary with \(z\), and (1) is linear in the mole fractions. Averaging (1) over the thickness therefore gives the same equation with the mean gradients and the mean composition, which is equimolar. From (2),

\[
\begin{aligned}
J_1/c&=-\tfrac12(-0.1)=0.05\ \text{cm/s},\\
J_2/c&=-2(-0.1)=0.20\ \text{cm/s},\\
J_3/c&=-0.05-0.20=-0.25\ \text{cm/s}.
\end{aligned}
\]

The ideal gas law gives \(c=7.34\times10^{18}\) cm⁻³, counted in molecules. The fluxes are therefore \(3.67\times10^{17}\), \(1.47\times10^{18}\) and \(-1.83\times10^{18}\) cm⁻² s⁻¹.

Species 1 flows although its concentration is the same at both faces. Species 2 moves upward and species 3 downward, and 1 has stronger friction with 2 than with 3, so it is carried along with 2. Its flux stops when \(\frac53\nabla x_1+\frac12\nabla x_2=0\), that is, at \(\nabla x_1/\nabla x_2=-0.3\).

Between these cases it flows up its own gradient. For gradients \((0.01,-0.10,0.09)\) cm⁻¹,

\[
J_1/c=-\tfrac53(0.01)+\tfrac12(0.10)=0.033\ \text{cm/s},
\]

while \(J_2/c=0.193\) and \(J_3/c=-0.227\) cm/s. The entropy production per molecule, in units of \(k_B\), is

\[
-\sum_i\frac{J_i\nabla x_i}{c\,x_i}=3\,(-0.0003+0.0193+0.0204)=0.118\ \text{s}^{-1}.
\]

Species 1 contributes the small negative term; the other two more than pay for it.

## The film beside a real furnace

Diffusivities of a few cm²/s are roughly typical of gases near 1000 K and atmospheric pressure, as in an oxidation furnace. The three values are round model parameters, not those of a particular mixture. Several neglected effects can be sized for this film:

- **Composition dependence of \(F\).** The fluxes above need no correction when the composition averaged over the thickness is equimolar. If instead the average of the two face compositions is equimolar, \(J_1\) changes by 0.06% and \(J_2\) by 0.03%.
- **Nonuniform temperature.** For a rough difference of 50 K and \(D_{ij}\propto T^{1.75}\), the diffusivities vary by 9% between the faces. At fixed pressure \(c\propto1/T\), so the product \(cD_{ij}\) that sets the fluxes varies by only about 4%. For a linear temperature profile this variation alone shifts the fluxes by about 0.01% from their values at the mean temperature. With a rough thermal diffusion factor of at most 0.2 for each pair, thermal diffusion adds a drive of up to about 2% of the imposed difference in \(x_2\). This can change \(J_2\) and \(J_3\) by about 2%, but \(J_1\) by about 7%, because species 1 has no imposed difference of its own and its flux is smaller.
- **Gas kinetics.** For a molecular diameter of roughly 0.35 nm the mean free path is 250 nm, far below the film thickness. In pores of that width, friction with the walls would have to be added to (1). The excluded-volume correction is about 0.07%.
- **Buoyancy.** With a kinematic viscosity of roughly 1 cm²/s and a density contrast estimated from above as 0.35 (0.30 from composition, the limit in which species 2 or 3 carries all the mass, plus 0.05 from temperature), the Rayleigh number is about 280. Convection in a simple fluid layer between rigid plates heated from below starts near 1700, so a quiet film is plausible. For a ternary mixture this comparison is a guide, not a proof of stability.

Zero net flux is clearly broken when silicon is oxidised in dry oxygen, because the wall consumes gas and returns none. In steam it can still hold, since each H₂O consumed returns one H₂. The total flux of species \(i\) is \(N_i=J_i+x_iN\), with \(N=\sum_jN_j\). If the wall consumes only species 2, then \(N=N_2\) and \(N_2=J_2/(1-x_2)\). At \(x_2=1/3\) the total flux is 1.5 times the diffusive one. The gradients also differ from those of the film above, because species 1 and 3 must then have zero total flux. The matrix \(F\) still applies, since it relates the diffusive fluxes to the gradients.

## Comparison of estimate and solution

| Quantity (cm²/s) | Estimate | Exact |
|---|---|---|
| \(F_{12}\) | 0.45 | 0.50 |
| \(F_{21}\) | 0.60 | 0.67 |
| \(\lambda_-\) | 1.12 | 1.23 |
| \(\lambda_+\) | 2.15 | 2.43 |

The estimates are 9 to 12% below the exact values, and the reason can be traced. The eigenvalues of \(B\) are \(\beta_0\pm s\), where \(\beta_0=\frac12\operatorname{tr}B=11/18\) and \(s^2=\beta_0^2-\det B=13/324\). Since \(\beta_0=1/\bar D\), the estimate has the mean friction right. The exact diffusion eigenvalues are

\[
\lambda_\pm=\frac1{\beta_0\mp s}=\frac{\beta_0\pm s}{\beta_0^2-s^2}.
\]

The estimate replaced the denominator by \(\beta_0^2\). Since \(s^2/\beta_0^2=13/121\), this lowers every value by 11%. It also left out the difference between the diagonal elements of \(B\), using \(\sqrt{B_{12}B_{21}}=0.192\) s/cm² in place of \(s=0.200\) s/cm². That narrows the splitting slightly, bringing \(\lambda_-\) a little closer to its exact value and taking \(\lambda_+\) a little further away.

For the film, the estimate gives \(J_1/c\approx0.045\) cm/s against 0.05, and \(J_2/c\approx0.16\) cm/s against 0.20. The second is worse because \(F_{22}\) lies above the average of the two diagonal elements, a difference that a single friction scale cannot represent. The remaining digits are in the numerical output.

## Calculated quantities

```
Pair diffusivities D12, D13, D23 (cm2/s): 1.0 2.0 3.0
Reduced friction matrix B (s/cm2): [[2/3, -1/6], [-2/9, 5/9]]
det B (s2/cm4): 1/3
Fick matrix F, component 3 eliminated (cm2/s): [[5/3, 1/2], [2/3, 2]]
Trace (cm2/s), determinant (cm4/s2): 11/3 3
Eigenvalues (cm2/s): 1.232408 2.434259
Eigenvalues (angstrom2/ps): 12324.1 24342.6
Eigenvector ratios dx2/dx1: -0.8685 1.5352
Fick matrix, component 1 eliminated (cm2/s): [[1.333333, -0.666667], [-0.166667, 2.333333]]
Hessian G (dimensionless): [[6.0, 3.0], [3.0, 6.0]]
Onsager matrix L (cm2/s): [[0.314815, -0.074074], [-0.074074, 0.37037]]
Fick matrix from box decay (cm2/s): [[1.666, 0.5], [0.6666, 1.9995]]
Eigenvalues from box decay (cm2/s): 1.2318 2.4337
Barrier ratio grad x1/grad x2: -0.3000
Uphill case grad x1, x2, x3 (1/cm): [0.01, -0.1, 0.09]
Uphill case J/c (cm/s): [0.033333, 0.193333, -0.226667]
Uphill case entropy production/(c k_B) (1/s): 0.118200
Film temperature (K), pressure (Torr): 1000.0 760.0
Film thickness (cm), drop of x2: 1.0 0.1
Number density (cm^-3): 7.3389e+18
Film J/c, components 1,2,3 (cm/s): [0.05, 0.2, -0.25]
Film particle fluxes (cm^-2 s^-1): 3.669e+17 1.468e+18 -1.835e+18
Closed-layer relaxation times, slow and fast (s): 0.0822 0.0416
Flux error from constant F, components 1,2 (%): 0.056 0.028
Error growth when the drop doubles: 3.991
Rough molecular diameter (nm): 0.35
Mean free path (nm): 250
Mean free path / film thickness: 2.5e-05
Excluded-volume correction (%): 0.066
Rough thermal diffusion factor: 0.2
Rough temperature difference (K): 50.0
Thermal diffusion / composition drive (%): 2.22
Rough temperature exponent of D: 1.75
Variation of D across the film (%): 9.1
Rough kinematic viscosity (cm2/s): 1.0
Upper estimate of density contrast: 0.35
Rayleigh number, upper estimate: 279
```
